\section*{Why Wide-Gap Oxide Transistors Resist Negative Bias in the Dark}

\section*{Holes in the unbiased film}

\textbf{Q.} I hold an amorphous indium gallium zinc oxide transistor at a gate voltage of $-10$ V in the dark, and I am told that its threshold should stay put because the film has no holes. How few is ``no holes''?

\textbf{A.} Start with the unbiased film. I take parabolic band edges $E_c$ and $E_v$, a gap $E_g=E_c-E_v$, and a Fermi level $E_F$ many $kT$ from both edges. The conduction band has the density of states
\begin{equation}
g_c(E)=\frac{1}{2\pi^2}\left(\frac{2m_e}{\hbar^2}\right)^{3/2}\sqrt{E-E_c}.
\end{equation}
Far above $E_F$ the occupation is $e^{-(E-E_F)/kT}$. With $x=(E-E_c)/kT$ and $\int_0^\infty\sqrt{x}\,e^{-x}dx=\sqrt\pi/2$,
\begin{equation}
n=N_c\,e^{-(E_c-E_F)/kT},\qquad N_c=2\left(\frac{m_ekT}{2\pi\hbar^2}\right)^{3/2}.
\end{equation}
The same integral for empty valence states gives $p=N_v\,e^{-(E_F-E_v)/kT}$, with the hole mass $m_h$ in $N_v$. In the product $E_F$ cancels:
\begin{equation}
np=N_cN_v\,e^{-E_g/kT}\equiv n_i^2,\qquad n_i=\sqrt{N_cN_v}\,e^{-E_g/2kT}.
\label{ni}
\end{equation}
In an undoped neutral film $n=p=n_i$.

For numbers I use rough values for your material: $E_g=3.1$ eV, $m_e=0.34\,m_0$ and $m_h=5\,m_0$, where $m_0$ is the free-electron mass. At 300 K, $kT=0.02585$ eV, $N_c=4.98\times10^{18}$ and $N_v=2.81\times10^{20}$ cm$^{-3}$. Then
\begin{equation}
n_i=\sqrt{(4.98\times10^{18})(2.81\times10^{20})}\;e^{-3.1/0.0517}
=3.4\times10^{-7}\ \mathrm{cm^{-3}}.
\end{equation}
Your film is not undoped. With an electron density $n_0=10^{16}$ cm$^{-3}$ from donors, the hole density is $p_0=n_i^2/n_0=1.2\times10^{-29}$ cm$^{-3}$. Such a density is a statistical average: it says how improbable it is to find a hole at all.

\textbf{Q.} The hole mass in an amorphous oxide is poorly known. Does the answer hang on it?

\textbf{A.} The digits do, but the conclusion does not. Replace both $N_c$ and $N_v$ by $10^{23}$ cm$^{-3}$, a generous density of atoms. Equation (\ref{ni}) then gives $n_i=9\times10^{-4}$ cm$^{-3}$, still far below one. The exponential decides. The gap matters more than the hole mass: lowering the gap by 0.2 eV multiplies $n_i$ by $e^{0.2/0.0517}$, about fifty, while a tenfold larger $m_h$ multiplies it by $10^{3/4}$, about six.

\section*{What equilibrium under bias would look like}

\textbf{Q.} So the explanation is complete: there are no holes to trap.

\textbf{A.} Not yet. You computed the holes at zero bias, but you apply a negative bias, which attracts holes. Let us ask what the film would contain if it reached equilibrium with the grounded source.

Take zero flat-band voltage and an oxide capacitance $C_{ox}$ per area. The magnitude $|V_G|$ is shared between the bending $|\psi_s|$ at the film surface and the oxide. The oxide drop is the positive film charge per area divided by $C_{ox}$. If the film, of thickness $d$, holds $P$ holes per area and a density $N_{fix}$ of fixed positive charges,
\begin{equation}
|V_G|=|\psi_s|+\frac{q(P+N_{fix}d)}{C_{ox}}.
\label{gate}
\end{equation}
Before bending, $E_F$ lies $\phi_n=kT\ln(N_c/n_0)=0.16$ eV below $E_c$, hence $E_g-\phi_n$ above $E_v$. Holes become dense when the bending has brought the valence edge near $E_F$. After that a little more bending adds many holes, so $|\psi_s|$ stays near $(E_g-\phi_n)/q$. Solving (\ref{gate}) for $P$,
\begin{equation}
P\simeq\frac{C_{ox}}{q}\left[|V_G|-\frac{E_g-\phi_n}{q}\right]-N_{fix}d .
\label{peq}
\end{equation}
This applies when the right-hand side is clearly positive.

Let your film be 40 nm thick on 100 nm of silicon dioxide, so that $C_{ox}=34.5$ nF/cm$^2$ and $C_{ox}/q=2.155\times10^{11}$ cm$^{-2}$ per volt. I assume a constant density of gap states $D=10^{16}$ cm$^{-3}$eV$^{-1}$, neutral when filled and positive when empty. Counting all of them as emptied, $N_{fix}=n_0+DE_g=4.1\times10^{16}$ cm$^{-3}$, which if anything lowers $P$. Then
\begin{equation}
P\simeq2.155\times10^{11}(10-2.94)-1.64\times10^{11}
=1.36\times10^{12}\ \mathrm{cm^{-2}}.
\end{equation}
A numerical solution of Poisson's equation, with Boltzmann holes, no electrons and zero field at the back of the film, gives $1.38\times10^{12}$ cm$^{-2}$. It is slightly larger because the actual bending stops a little short of the full $(E_g-\phi_n)/q$.

Thus a film with $p_0\sim10^{-29}$ cm$^{-3}$ would, in equilibrium at $-10$ V, contain a dense hole layer. In a real film, states just above the valence edge would take part of that positive charge. Either way, scarcity at zero bias does not forbid holes under bias.

\textbf{Q.} Then why is the layer not there?

\textbf{A.} Because the holes have to come from somewhere. The electrons leave through the contacts and the film is depleted. Its potential then follows the gate far beyond the equilibrium bending, a condition called deep depletion. It ends when enough holes have been supplied, so we need a rate.

\section*{The rate of supply}

\textbf{Q.} What makes a hole in a dark, depleted film?

\textbf{A.} In the bulk of this model, gap states do it in two steps. A state releases an electron to the conduction band, then takes one from the valence band and leaves a hole there. Let the state lie at energy $E$ above $E_v$, with occupation $f$ and capture coefficients $c_n$ and $c_p$. In equilibrium, electron emission balances capture: $e_nf=c_nn(1-f)$. Since $(1-f)/f=e^{(E+E_v-E_F)/kT}$, with the degeneracy factor of the state set to one,
\begin{equation}
e_n=c_nN_c\,e^{-(E_g-E)/kT},\qquad e_p=c_pN_v\,e^{-E/kT},
\end{equation}
the second following from the same argument for holes. These coefficients also hold in the depleted film while fields are weak.

Without free carriers, $df/dt=-e_nf+e_p(1-f)$. In the steady state $f=e_p/(e_n+e_p)$, and each state makes pairs at the rate
\begin{equation}
r=e_nf=\frac{e_ne_p}{e_n+e_p}.
\label{r}
\end{equation}
The product $e_ne_p=c_nc_pn_i^2$ does not depend on $E$. Let $E^*$ be the energy where $e_n=e_p$; it lies near midgap. With $u=(E-E^*)/kT$ we have $e_n=\sqrt{c_nc_p}\,n_ie^{u}$ and $e_p=\sqrt{c_nc_p}\,n_ie^{-u}$, so
\begin{equation}
r=\frac{\sqrt{c_nc_p}\,n_i}{2\cosh u}.
\end{equation}
States a few $kT$ from $E^*$ hardly contribute, because one of their two steps is slow. The band edges are tens of $kT$ away, so the integral over the gap may run to infinity. With $\int_{-\infty}^{\infty}du/\cosh u=\pi$,
\begin{equation}
G=D\,kT\int_{-\infty}^{\infty}r\,du=\frac{\pi}{2}\,kT\,D\sqrt{c_nc_p}\;n_i .
\label{G}
\end{equation}
The scarcity now appears in a rate, as one power of $n_i$.

\textbf{Q.} Could leftover carriers speed this up?

\textbf{A.} They slow it down. With free carriers, put $S=c_nn+e_n+c_pp+e_p$. The steady occupation is $f=(c_nn+e_p)/S$, and $1-f=(e_n+c_pp)/S$. The net electron emission is
\begin{equation}
e_nf-c_nn(1-f)=\frac{e_ne_p-c_nc_p\,np}{S}=\frac{c_nc_p(n_i^2-np)}{S}.
\end{equation}
The terms $e_nc_nn$ have cancelled. For $np<n_i^2$ the numerator is no larger than in (\ref{r}), and the denominator is larger, so the rate falls.

\textbf{Q.} And is the steady state reached during my test?

\textbf{A.} No, and that also works in your favour. With $c_n=c_p=c=10^{-8}$ cm$^3$/s, the states at $E^*$ settle in a time $1/(e_n+e_p)=1/(2cn_i)\approx1.5\times10^{14}$ s. Until then most of them remain filled and cannot take an electron from the valence band.

One can bound the hole emission $e_p(1-f)$ at all times. The empty fraction moves monotonically from its initial value to its steady one. Initially $1-f\le e^{-(E_F-E_v-E)/kT}$, which makes the emission at most $c_pp_0$ per state. It therefore never exceeds the steady value plus $c_pp_0$, and the latter is negligible here. Over laboratory times, (\ref{G}) overstates the thermal supply.

\section*{From holes to volts}

\textbf{Q.} How many holes would I notice?

\textbf{A.} Suppose $N$ holes per area are trapped at the interface between film and oxide. For the same state of the film, the gate must carry an additional charge $-qN$ per area, so the gate voltage changes by $\Delta V=-qN/C_{ox}$. A shift of $-1$ V needs $2.155\times10^{11}$ holes per cm$^2$. If every generated hole is trapped there, an assumption that favours instability, the time is
\begin{equation}
t=\frac{C_{ox}|\Delta V|}{q\,G\,d}\ \propto\ e^{E_g/2kT}.
\label{time}
\end{equation}
For your film,
\begin{equation}
G=\frac{\pi}{2}(0.02585)(10^{16})(10^{-8})(3.416\times10^{-7})
=1.39\ \mathrm{cm^{-3}s^{-1}}.
\end{equation}
Multiplying by $d=4\times10^{-6}$ cm gives $5.5\times10^{-6}$ cm$^{-2}$s$^{-1}$, and
\begin{equation}
t=\frac{2.155\times10^{11}}{5.55\times10^{-6}}=3.9\times10^{16}\ \mathrm{s},
\end{equation}
about $10^9$ years. At this steady rate a channel of 10 by 50 $\mu$m would receive 0.009 thermal holes in ten years; since the steady state is not reached, this is an upper value.

\textbf{Q.} How do I know that the gap is responsible, rather than the geometry or the small number of gap states?

\textbf{A.} Change the gap alone. Put $E_g=1.12$ eV and hold the masses, $D$, capture coefficients, thicknesses and temperature fixed. Then $n_i=1.5\times10^{10}$ cm$^{-3}$, and (\ref{time}) gives 0.9 s. That is the time to supply the holes; whether they are then trapped depends on the interface and the dielectric. A narrow-gap device with few traps can be stable for that other reason.

\textbf{Q.} Is one hole per cubic centimetre the dividing line?

\textbf{A.} It has no special role. At 300 K these masses give $n_i=1$ cm$^{-3}$ for a gap of 2.33 eV. At a gap of 3.1 eV, held fixed as the film warms, it is reached near 396 K. Nothing abrupt happens at either point. The useful limit comes from your test. For a 1 V shift in $10^4$ s, (\ref{time}) requires $n_i=1.3\times10^6$ cm$^{-3}$, which corresponds to a gap of 1.60 eV. This counts bulk generation only. More gap states, faster capture, a longer test or the strong edge fields discussed below would move the limit upward in gap.

\textbf{Q.} Why does the protection vanish when I switch on a lamp?

\textbf{A.} It does so if the lamp emits photons of at least the gap energy. Such a photon makes a pair in one step, and the rate no longer contains $n_i$. Light of lower photon energy can also act, through the gap states, but I leave it aside. Take weak light of 0.1 mW/cm$^2$ with photons of 3.2 eV, and an assumed absorption coefficient $\alpha=10^4$ cm$^{-1}$. Neglecting reflection, the pairs made per area and time are
\begin{equation}
\frac{10^{-4}\ \mathrm{W/cm^2}}{3.2\ \mathrm{eV}}\left(1-e^{-\alpha d}\right)
=7.6\times10^{12}\ \mathrm{cm^{-2}s^{-1}}.
\end{equation}
If one pair in a thousand leaves a trapped hole, also an assumed figure, a 1 V shift takes 28 s. The time is inversely proportional to that fraction, but no plausible fraction brings it near the dark value.

\section*{Where the argument can fail}

\textbf{Q.} A billion years makes me suspicious. What has been left out?

\textbf{A.} Several supplies that are larger than the thermal one, and some that are not. First two that are harmless for the values chosen. Suppose the source has a 0.3 eV barrier for electrons. Its Fermi level then lies 2.8 eV above the valence edge, and with a hole speed $v=10^7$ cm/s the thermal flux $(v/4)N_ve^{-2.8/kT}$ is $6\times10^{-21}$ cm$^{-2}$s$^{-1}$. Dense filled states above the valence edge can also lose electrons directly. A density of $10^{20}$ cm$^{-3}$ lying 2.3 eV below $E_c$ emits $5\times10^{-14}$ cm$^{-2}$s$^{-1}$ at the rate $e_n$. Where fields are weak, both are far below $Gd$. The second depends steeply on depth, however: at 1.8 eV below $E_c$ the same density would emit about twice $Gd$, so a film whose dense states reach that high falls outside this estimate.

Temperature and gap matter more. At 333 K the thermal time falls to about $2\times10^6$ years. A gap of 2.9 eV at 300 K gives about $3\times10^7$ years.

Background radiation already exceeds the thermal supply. Take a rough dose of 1 mGy per year, a film density of 6 g/cm$^3$ and an energy of $3E_g$ per pair. The result is 0.5 pairs per cm$^2$ and second, some $10^5$ times $Gd$. Pairs made in the oxide are not counted here; they are of the same order.

\textbf{Q.} And the electric field? Ten volts is a lot for a thin film.

\textbf{A.} It is most serious at the source and drain edges. There the film potential passes from the contact value to nearly the gate value $V_G$. For a depleted film with negligible charge, the flux balance of a thin slice is $\varepsilon_sd\,\psi''=(\varepsilon_{ox}/t_{ox})(\psi-V_G)$, where $\varepsilon_s$ and $\varepsilon_{ox}$ are the permittivities of film and oxide, and $t_{ox}$ is the oxide thickness. Hence $\psi-V_G$ decays roughly as $e^{-x/\lambda}$, with
\begin{equation}
\lambda=\sqrt{\frac{\varepsilon_sd\,t_{ox}}{\varepsilon_{ox}}}=106\ \mathrm{nm}
\end{equation}
for relative permittivities 11 and 3.9. The slice balance is rough here, because $t_{ox}$ is comparable with $\lambda$; solving Laplace's equation in both layers gives a decay length of 123 nm. I keep the simpler value. The edge field is then about $F=|V_G|/\lambda=0.94$ MV/cm. Away from sharp contact corners the oxide field is at most 1 MV/cm, well below the rough 10 MV/cm at which good silicon dioxide breaks down.

A carrier may climb to a depth $\epsilon=ukT$ below the band edge and tunnel the rest. It gains a factor $e^{u}$ and pays the tunnelling exponent
\begin{equation}
w=\frac{2}{\hbar}\int_0^{\epsilon/qF}\!\!\sqrt{2m_e(\epsilon-qFx)}\,dx
=\frac{4\sqrt{2m_e}\,\epsilon^{3/2}}{3q\hbar F}.
\end{equation}
Energies above the band edge, where $u<0$ and no tunnelling is needed, contribute $\int_{-\infty}^0e^{u}du=1$. Adding the energies below the edge, down to a state near midgap, multiplies the rate of emission over the barrier by $1+\int_0^{E_g/2kT}e^{u-w}du$. Numerical integration gives $1.6\times10^3$. I apply it to both steps, and therefore to $G$, using the light electron mass for holes too.

The electron also leaves a positive centre behind. In the potential energy $-q^2/(4\pi\varepsilon x)-qFx$ the barrier top lies at $x=\sqrt{q/(4\pi\varepsilon F)}$, lowered by $\delta=q\sqrt{qF/(\pi\varepsilon)}$. This multiplies $e_n$ alone by $e^{\delta/kT}$. Since $G\propto\sqrt{e_ne_p}$, the supply gains $e^{\delta/2kT}=1.2\times10^3$, for an optical permittivity of 4. The two edge strips fill a fraction $2\lambda/L=0.021$ of a channel of length $L=10$ $\mu$m. Averaged over the channel,
\begin{equation}
(5.55\times10^{-6})(0.021)(1.6\times10^3)(1.2\times10^3)
\approx0.2\ \mathrm{cm^{-2}s^{-1}}.
\end{equation}
This estimate leans high. Multiplying the two factors treats the barrier below its lowered top as triangular, but the Coulomb term rounds and widens it; tunnelling through the combined barrier gives a supply about 17 times smaller. A constant field over the whole strip overstates the supply by a further factor of about ten. It is still not a bound, because at a sharp contact corner the local field can be higher than $F$.

\textbf{Q.} So what remains of the stability?

\textbf{A.} At $-10$ V and 300 K, adding all these supplies gives a shift of about 1 mV in ten years, mostly from radiation. The billion years describes thermal generation in the bulk, not a device lifetime. At 333 K the edges alone would need about 500 years for 1 V, by the same high estimate of their supply.

At $-20$ V the edge field doubles to 1.9 MV/cm. The same estimate gives $9\times10^6$ cm$^{-2}$s$^{-1}$ and 1 V in about $2\times10^4$ s, a matter of hours. This figure is fragile and leans short. Tunnelling through the combined Coulomb and field barrier lengthens it to about seven months, and letting the field decay along the strip as well lengthens it to more than ten years. In the simple estimate, a decay length of 123 nm, and hence a lower edge field, would give more than a month, and $5\,m_0$ for hole tunnelling would give years. The scarcity of thermal holes then no longer guarantees stability, although trapping every hole remains a pessimistic assumption.

\textbf{Q.} How close is all this to my actual transistor?

\textbf{A.} The gap, electron mass and layer thicknesses are rough typical values. The hole mass and capture coefficients are uncertain, and $D$ may well be ten times larger. The thermal supply then rises tenfold, but the edge supply need not: the additional emptied states carry positive charge, which lowers the edge field. The gate bias matters too, since the edge supply rises steeply between $-10$ and $-20$ V. The assumption most plainly broken in a real device is the weak, uniform field: the edges raise the estimated supply by a factor of about $4\times10^4$ even at $-10$ V, or some $2\times10^3$ if holes tunnel with the mass $5\,m_0$. These are high-side values; with the combined barrier and a field that decays along the strip they fall to about $3\times10^2$ and 30.

\textbf{Q.} Suppose I nevertheless measure $-1$ V after $10^4$ s in the dark, at $-10$ V and room temperature.

\textbf{A.} Hole trapping would require $2.155\times10^{11}/10^4\approx2\times10^7$ holes per cm$^2$ and second. The supplies estimated here add up to less than one. I would first look for stray light, then for mechanisms that need no valence-band holes: moving ions, adsorbed molecules, or donors that lose electrons to the conduction band. A wide gap suppresses the supply of holes; it does not exclude those other changes.
